\section*{Why fast alternating current isolates thermomigration from electromigration}

\section{Two forces in one rod}

\noindent\textbf{Q.} I heat a nickel rod by passing a large current through it, and I watch markers move. The current pushes the atoms, and so does the temperature gradient that the current creates. How do you write the two pushes down?

\noindent\textbf{A.} Take a rod of length $L$ along $x$, with both ends held at $T_0$. It is a pure metal, so there is no composition gradient. I assume that vacancies stay near their local equilibrium number and that stress relaxes. I use atomic units with $e=1$ and keep $k_B$. To first order in the two forces, the atomic drift relative to the lattice is
\begin{equation}
v=M(T)\left[Z^*\rho j-Q^*\frac{T'}{T}\right],\qquad M=\frac{D(T)}{k_BT},
\label{v}
\end{equation}
where $j$ is the current density, $\rho$ the resistivity and a prime on $T$ means $d/dx$. The effective charge $Z^*$ contains the direct field force and the momentum given by the carriers; it is negative when the electron wind wins. The effective heat of transport $Q^*$ is defined at $j=0$. It therefore contains whatever accompanies a gradient without current: the thermoelectric field and the gradient in vacancy number. With $Q^*>0$ atoms drift towards the cold.

If the volume change is taken up along the rod, lattice markers move opposite to the atoms. The drifts below are those of the atoms.

\noindent\textbf{Q.} And the temperature itself?

\noindent\textbf{A.} The heat flux is $-\kappa T'+STj$, with $S$ the Seebeck coefficient and $ST$ the Peltier coefficient. The work done on the carriers per unit volume is $j(\rho j+ST')$. With heat capacity $C$ per volume, constant $\kappa$, and $j$ uniform along the rod,
\begin{align}
C\,\partial_tT&=-\partial_x(-\kappa T'+STj)+\rho j^2+ST'j\nonumber\\
&=\kappa T''+\rho j^2-\tau_T\,jT',\qquad \tau_T=T\,\frac{dS}{dT}.
\label{heat}
\end{align}
The two terms $ST'j$ cancel, and the derivative of $S$ leaves the Thomson term. Joule heat is even in $j$. Thomson heat is odd in $j$ at a given gradient. I first set $\tau_T=0$ and restore it later.

\section{Averaging over a cycle}

\noindent\textbf{Q.} The force $Z^*\rho j$ averages to zero, but the mobility changes as the rod heats and cools. Why should the drift average to zero as well?

\noindent\textbf{A.} Because the mobility does not know the sign of the current. Let the period be $P$ and let the second half-cycle be the first with its sign changed,
\begin{equation}
j(t+P/2)=-j(t).
\label{half}
\end{equation}
Then $j^2$ has period $P/2$. After transients have died away, the heat equation has one periodic solution for this source. Shifting that solution by $P/2$ gives another solution for the same source, so the two coincide and $T$ also has period $P/2$. So does $M$, even if it depends on earlier temperatures, for instance through a vacancy population that lags. Split the average into halves and shift the second:
\begin{align}
\langle M\rho j\rangle&=\frac1P\int_0^{P/2}\!\big[M(t)\rho j(t)+M(t+\tfrac P2)\rho j(t+\tfrac P2)\big]dt\nonumber\\
&=\frac1P\int_0^{P/2}M(t)\rho\,[\,j(t)-j(t)\,]\,dt=0 .
\end{align}
No expansion in the temperature swing was made. In a numerical solution at 0.01 Hz, where the midpoint swings by more than 100 K, the mean electromigration drift was below $10^{-8}$ of its mean magnitude when Thomson heat was left out.

\noindent\textbf{Q.} What keeps the temperature gradient from averaging away too?

\noindent\textbf{A.} Its source is $j^2$, which is never negative. Write $\theta=T-T_0$ and average (\ref{heat}) over a period. The time derivative drops out, leaving $\kappa\bar\theta''=-\rho j_{\rm rms}^2$. Two integrations with $\bar\theta=0$ at both ends give
\begin{equation}
\bar\theta=\frac{\rho j_{\rm rms}^2}{2\kappa}x(L-x),\qquad
\bar\theta'=\frac{\rho j_{\rm rms}^2}{2\kappa}(L-2x).
\label{par}
\end{equation}
A direct current of the same rms value gives the same profile. The gradient vanishes at the middle and is largest at the ends. Thermomigration is therefore zero at the exact middle, and with a clean alternating current a marker there can serve as the reference for the others. The rod's ends cannot, because the lattice moves there too.

\noindent\textbf{Q.} Can I put this mean profile into the drift formula?

\noindent\textbf{A.} Yes, if the cycle is fast. The slowest thermal mode is $\sin(\pi x/L)$. Inserted in (\ref{heat}) without sources, it decays at the rate $\pi^2\kappa/(L^2C)$, so the thermal time is
\begin{equation}
\tau_{\rm th}=\frac{L^2C}{\pi^2\kappa}.
\end{equation}
For $j=\sqrt2\,j_{\rm rms}\cos\omega t$ we have $j^2=j_{\rm rms}^2(1+\cos2\omega t)$. The oscillating heat is uniform in space, so away from the ends conduction plays no part in the ripple:
\begin{equation}
C\,\partial_t\tilde\theta=\rho j_{\rm rms}^2\cos2\omega t
\;\Rightarrow\;
\tilde\theta=\frac{\rho j_{\rm rms}^2}{2\omega C}\sin2\omega t .
\end{equation}
When this is small, the term linear in $\tilde\theta$ averages to zero and
\begin{equation}
\langle v\rangle\simeq-M(\bar T)\,Q^*\frac{\bar T'}{\bar T}
\label{tm}
\end{equation}
up to terms of second order in the ripple.

For a slow cycle, $\theta$ follows $j^2$ instead. The gradient is then largest when the rod is hottest and the atoms most mobile. The mean mobility also rises, because $M$ curves upwards with temperature. Both effects raise the mean thermomigration above (\ref{tm}). It is still thermomigration, but no longer at one temperature.

\section{Imperfect waveforms}

\noindent\textbf{Q.} My supply has no direct component to speak of. Is zero mean current sufficient?

\noindent\textbf{A.} No; condition (\ref{half}) is stronger. For a fast cycle, expand $M$ about the mean temperature:
\begin{equation}
\langle MZ^*\rho j\rangle\simeq Z^*\rho\left[M(\bar T)\langle j\rangle+\frac{dM}{dT}\langle\tilde\theta j\rangle\right].
\label{exp}
\end{equation}
The first term is the offset. The second can survive when the offset is zero. Add a second harmonic,
\begin{equation}
j=a\cos\omega t+b\cos(2\omega t+\varphi).
\end{equation}
The oscillating part of $j^2$ is
\begin{align}
&\tfrac12a^2\cos2\omega t+ab\cos(\omega t+\varphi)\nonumber\\
&\quad+ab\cos(3\omega t+\varphi)+\tfrac12b^2\cos(4\omega t+2\varphi).
\end{align}
Integrate it in time and multiply by $\rho/C$ to get $\tilde\theta$. The terms at $3\omega$ and $4\omega$ have no partner in $j$, so the ones that matter are
\begin{equation}
\tilde\theta\to\frac{\rho}{C\omega}\left[\tfrac14a^2\sin2\omega t+ab\sin(\omega t+\varphi)\right].
\end{equation}
Now use $\langle\cos\omega t\,\sin(\omega t+\varphi)\rangle=\frac12\sin\varphi$ and $\langle\cos(2\omega t+\varphi)\sin2\omega t\rangle=-\frac12\sin\varphi$:
\begin{equation}
\langle\tilde\theta j\rangle=\frac{\rho a^2b\sin\varphi}{C\omega}\left(\frac12-\frac18\right)
=\frac{3\rho a^2b\sin\varphi}{8C\omega}.
\end{equation}
This remainder falls as $1/\omega$.

\noindent\textbf{Q.} And if I run slowly?

\noindent\textbf{A.} Then $\theta=\rho x(L-x)j^2/(2\kappa)$ at each instant, and $\langle\theta j\rangle$ is proportional to
\begin{equation}
\langle j^3\rangle=3a^2b\,\langle\cos^2\omega t\,\cos(2\omega t+\varphi)\rangle=\tfrac34a^2b\cos\varphi .
\end{equation}
Nothing here falls with frequency. One polarity has short, high peaks that heat the rod more, and atoms move more easily during those peaks.

\noindent\textbf{Q.} Can I remove such faults without a better supply?

\noindent\textbf{A.} Swap the leads halfway through the run. That replaces $j$ by $-j$ in the rod. Without Thomson heat the temperature history is unchanged, so the mean electromigration drift changes sign and the two halves cancel. This requires the same waveform and the same end temperatures in both halves.

\section{Thomson heat}

\noindent\textbf{Q.} You promised to restore the Thomson term. Does it matter, if it is odd in $j$ and averages out?

\noindent\textbf{A.} It matters because an odd temperature change multiplies an odd force, and the product is even. Take a slow cycle and split $\theta=\theta_0+\theta_1$, with $\theta_0$ from Joule heat and $\theta_1$ of first order in $\tau_T$. Then
\begin{equation}
\kappa\theta_1''=\tau_Tj\theta_0'
\;\Rightarrow\;
\theta_1''=\frac{\tau_T\rho j^3}{2\kappa^2}(L-2x).
\end{equation}
Integrating twice with $\theta_1(0)=0$ gives the bracket $\frac12Lx^2-\frac13x^3+cx$. The condition $\theta_1(L)=0$ fixes $c=-L^2/6$, and the bracket factorizes:
\begin{equation}
\theta_1=-\frac{\tau_T\rho j^3}{12\kappa^2}\,x(L-x)(L-2x).
\label{th1}
\end{equation}
Since $\langle j\theta_0\rangle=0$ under (\ref{half}),
\begin{equation}
\langle j\theta\rangle=-\frac{\tau_T\rho\langle j^4\rangle}{12\kappa^2}\,x(L-x)(L-2x).
\end{equation}
So condition (\ref{half}) does not suffice when the cycle is slow. Swapping leads does not help either, because $j^4$ is unchanged.

\noindent\textbf{Q.} What does a fast cycle do to it?

\noindent\textbf{A.} It puts the odd temperature a quarter cycle out of phase with the current. With the gradient fixed at its mean,
\begin{equation}
C\,\partial_t\theta_1=\kappa\theta_1''-\tau_T\bar\theta'\sqrt2\,j_{\rm rms}\cos\omega t .
\end{equation}
Because $\bar\theta'$ is linear in $x$, a solution linear in $x$ has no conduction term:
\begin{equation}
\theta_1=-\frac{\sqrt2\,\tau_Tj_{\rm rms}\bar\theta'}{\omega C}\sin\omega t .
\end{equation}
Its product with $\cos\omega t$ averages to zero. This solution does not vanish at the ends, so a thermal wave must be added there. It decays over the length $\ell=\sqrt{2\kappa/(\omega C)}$ and can have a part in phase with the current. Markers should therefore sit several $\ell$ from the clamps. The argument also needs a mobility that follows the temperature at once. If the vacancy number lags, part of its response to $\theta_1$ comes into phase with the current, far from the clamps as well. For the rod below at 50 Hz, with a rough vacancy formation energy of 1.7 eV, this remainder is largest when the lag time is near $1/\omega$, where it is about 0.2\% of the thermomigration.

\noindent\textbf{Q.} Why not use direct current, reverse it, and take half the sum of the two drifts?

\noindent\textbf{A.} That does select the part even in $j$, but the even part contains the product just found. Its symmetry about the middle will not expose it. Replace $x$ by $L-x$ and $j$ by $-j$ in (\ref{heat}): both $j^2$ and $jT'$ are unchanged, so the temperature is simply reflected. In (\ref{v}), $j$ and $T'$ both change sign, hence
\begin{equation}
v(L-x;-j)=-v(x;j).
\end{equation}
The part of $v$ even in $j$ is thus odd about the middle of the rod. Thermomigration and the Thomson remainder both have that symmetry. Frequency separates them; position parity does not.

\section{Numbers for hot nickel}

\noindent\textbf{Q.} Let us put in my rod: 0.5 cm long, 0.1 cm square, ends at 1350 K, 8000 A/cm$^2$ rms.

\noindent\textbf{A.} I take $\rho=5\times10^{-5}$ $\Omega\,$cm, $\kappa=0.75$ W/(cm K), $C=5.3$ J/(cm$^3$ K), $\tau_T=-2\times10^{-5}$ V/K and $Z^*=-4$. For diffusion I use a prefactor of 1 cm$^2$/s and an activation energy of 2.9 eV. These are rough values for hot nickel. I choose $Q^*=0.5$ eV as a round number, not a measured one.

The midpoint is heated by $\rho j_{\rm rms}^2L^2/(8\kappa)=133$ K. At the quarter point, $x=L/4$, the rise is three quarters of that, so $\bar T=1450$ K, and the gradient is 533 K/cm. The forces there are
\begin{align}
Z^*\rho j_{\rm rms}&=-4\times0.400=-1.60\ \text{eV/cm},\\
-Q^*\bar T'/\bar T&=-0.5\times533/1450=-0.184\ \text{eV/cm}.
\end{align}
With $D=8.33\times10^{-11}$ cm$^2$/s and $k_BT=0.125$ eV, (\ref{tm}) gives $-1.23\times10^{-10}$ cm/s, or $-1.23\times10^{-3}$ nm/s. The minus sign means towards the cold end at $x=0$.

\noindent\textbf{Q.} What would direct current show at that point?

\noindent\textbf{A.} Half the difference between the two polarities is $-1.07\times10^{-2}$ nm/s, almost all electromigration: 3.8 $\mu$m in 100 h. This is the drift relative to the lattice at that point. A marker in the middle cannot serve as the reference here, because electromigration is strongest where the rod is hottest. Half their sum is $-1.37\times10^{-3}$ nm/s, which is 12\% above the thermomigration value.

Equation (\ref{th1}) accounts for the excess. It gives $\theta_1=0.89$ K at the quarter point. The mobility changes by the fraction $E_a/(k_BT^2)-1/T=0.0153$ per kelvin, where $E_a$ is the activation energy. The remainder is then $0.89\times0.0153\times1.07\times10^{-2}=1.5\times10^{-4}$ nm/s in size, close to the difference found.

\noindent\textbf{Q.} And alternating current?

\noindent\textbf{A.} The thermal time is 0.18 s. These are the cycle averages at the quarter point for a pure sine, at the same rms current and end temperature:
\begin{center}
\begin{tabular}{cccc}
Hz & $\omega\tau_{\rm th}$ & thermo (nm/s) & electro/thermo\\
0.01 & 0.011 & $-2.93\times10^{-3}$ & 19\%\\
1 & 1.1 & $-1.47\times10^{-3}$ & 12\%\\
50 & 56 & $-1.23\times10^{-3}$ & $-0.01$\%
\end{tabular}
\end{center}
At 50 Hz the ripple is 0.96 K, and the total drift in 100 h is $-441$ nm, or $-0.44$ $\mu$m. At this point the small electromigration remainder has the opposite sign to thermomigration. Its sign changes along the rod: it is $+0.17$\% at $x=0.1L$ and stays below 0.02\% in size from $0.2L$ to $0.4L$. Here $\ell=0.03$ cm, so the quarter point lies about four such lengths from the nearer clamp.

At 0.01 Hz the midpoint reaches 1616 K. The thermomigration average is then 2.4 times its fast value, for the two reasons given after (\ref{tm}). At 1 Hz, $\omega\tau_{\rm th}$ is near one and neither average has reached its fast limit.

\noindent\textbf{Q.} How clean must the supply be?

\noindent\textbf{A.} Electromigration at the rms current is 8.7 times stronger than thermomigration here, so an offset of 1\% of the rms current adds 8.7\% of the thermomigration drift at the quarter point. The offset also moves a marker in the middle, where the mobility is about 1.65 times larger. Read against that marker, the error is $8.7\%\times(1-1.65)$, or about $-5.6$\%. An offset below about 0.11\% of the rms current, which is 0.09 A in 80 A, keeps both errors within 1\%.

For a second harmonic I take $b/a=0.05$ and leave Thomson heat out, to see the waveform effect alone. At 50 Hz with $\varphi=90^\circ$ the residual drift at the midpoint is $-2.6\times10^{-5}$ nm/s, about 2\% of the quarter-point thermomigration. At 0.01 Hz with $\varphi=0$ the electromigration average at the quarter point is 1.5 times the thermomigration average, although the mean current is zero.

\section{The real rod}

\noindent\textbf{Q.} How far is this model from what I would have on the bench?

\noindent\textbf{A.} The temperatures lie below nickel's melting point, roughly 1700 K, and above its Curie point. The skin depth at 50 Hz is then 5 cm, far more than the side of the rod, so the current fills the section. Clamps at 1350 K need a furnace. Holding the ends at a fixed temperature also leaves out the Peltier heat at joints with leads of another metal. That heat is odd in $j$, so with the odd force it can leave an even drift, as Thomson heat does. In a fast cycle its thermal wave decays over $\ell$, which is another reason to keep markers away from the clamps. Take a Seebeck difference of $3\times10^{-5}$ V/K and a lead with the section and thermal properties of the rod. The remainder at 50 Hz is then about 6\% of the local thermomigration at $x=0.1L$, 1\% at $0.2L$ and 0.2 to 0.4\% between $0.25L$ and $0.3L$. A massive clamp makes it smaller. With cold clamps, bringing the middle to the same temperature would take a larger current and a much steeper profile. The least certain input is $Q^*$. The fast drift is proportional to it, and a negative value would send the atoms towards the hot middle.

The constant resistivity is a real simplification. A rough slope of $5\times10^{-4}$ per kelvin raises the quarter-point thermomigration by 15 to 16\%. Side losses act the other way: with surroundings at 1350 K, emissivity 0.2 and a gas transfer coefficient of 0.01 W/(cm$^2$ K), they lower it by 7 to 8\%. Both effects are even in $j$, so they change the size of the signal without bringing electromigration back. You should therefore measure the temperature profile rather than rely on (\ref{par}).

\noindent\textbf{Q.} You assumed that stress relaxes. Could it stop the drift?

\noindent\textbf{A.} A stress gradient $\sigma'$ exerts a force $\Omega\sigma'$ on an atom of volume $\Omega$. Balancing thermomigration from the end to the middle needs
\begin{equation}
\Delta\sigma=\frac{Q^*}{\Omega}\ln\frac{T_{\rm mid}}{T_0}.
\end{equation}
With $\Omega=0.011$ nm$^3$ this is 690 MPa. If creep limits the stress to about 10 MPa, a rough assumption for metal this hot, the back-stress reaches 1.5\% of what would be needed from end to middle. Between the quarter point and the middle the same formula gives 166 MPa, of which 10 MPa is 6\%. Easy creep has a cost: it moves the markers too. A shift of 0.44 $\mu$m over 0.125 cm in 100 h is a strain rate of about $10^{-9}$ per second. With rough power-law creep data for nickel, an axial stress near 1 MPa, which is 1 N on this section, gives a rate of that order, and the rate rises steeply with stress. The clamps must therefore let the rod expand and must carry almost no axial load.

\noindent\textbf{Q.} Then I would run it in vacuum, to keep the surface clean.

\noindent\textbf{A.} Not for 100 h at this temperature. Taking a rough vapour pressure of $3\times10^{-5}$ Torr at the midpoint, free evaporation at a fixed temperature would remove about 0.14 mm from each face, out of a side of 1 mm. The section would shrink most where the rod is hottest. At fixed current the Joule heat per volume grows as the inverse square of the section, and a hotter rod evaporates faster still, so the rod could melt before the run ends. In an inert gas the vapour must diffuse away. With a gas diffusivity of 2 cm$^2$/s and a layer 0.3 cm thick, both rough, a flat layer would give a loss of about 50 nm per face. The rod is thinner than the layer, so the vapour spreads outwards and the loss is two to three times larger, still well below a micrometre. For this rod I would use clean inert gas, 50 Hz, a monitored offset, clamps that put almost no axial load on the rod, and markers near the quarter points, read against one in the middle.

\section*{Calculated quantities}
\begin{verbatim}
Rod length, side: 0.5, 0.1 cm; end temperature 1350 K
Rms current density: 8000 A/cm^2
Resistivity 5.0e-05 ohm cm; conductivity 0.75 W/(cm K)
Heat capacity 5.3 J/(cm^3 K); Thomson coeff. -2.0e-05 V/K
D0 1.0 cm^2/s; activation energy 2.9 eV
Effective charge -4.0; heat of transport 0.5 eV
Mean midpoint heating: 133.3 K
Quarter point: T 1450.0 K, gradient 533.3 K/cm
D at quarter point: 8.326e-11 cm^2/s
Rms electric field: 0.400 V/cm
Electromigration force at rms current: -1.600 eV/cm
Thermomigration force: -0.1839 eV/cm
Thermal time: 0.1790 s
Ripple amplitude at 50 Hz: 0.961 K
Drifts below are at the quarter point unless stated
DC odd half-difference: -1.0670e-02 nm/s
DC even half-sum: -1.3698e-03 nm/s
Thermomigration formula: -1.2255e-03 nm/s
DC half-sum / thermomigration formula: 1.1178
AC 0.01 Hz, omega*thermal time: 0.01125
  mean electromigration: -5.704e-04 nm/s
  mean thermomigration: -2.9296e-03 nm/s
  electro/thermo ratio: 19.4691 %
AC 1 Hz, omega*thermal time: 1.125
  mean electromigration: -1.828e-04 nm/s
  mean thermomigration: -1.4693e-03 nm/s
  electro/thermo ratio: 12.4396 %
AC 50 Hz, omega*thermal time: 56.23
  mean electromigration: 1.369e-07 nm/s
  mean thermomigration: -1.2255e-03 nm/s
  electro/thermo ratio: -0.0112 %
Highest midpoint T at 0.01 Hz: 1616 K
DC odd drift in 100 h: -3841 nm
AC 50 Hz total drift in 100 h: -441.1 nm
Residual from 1 % offset / thermomigration: 8.70 %
Offset for 1 % error: 0.1149 % of rms current
5 % second harmonic, 50 Hz, phase 90 deg, midpoint:
  residual drift -2.629e-05 nm/s
5 % second harmonic, 0.01 Hz, phase 0, quarter point:
  electro/thermo ratio 150.8 %
Resistivity slope 5e-04 /K changes thermo drift: 15.5 %
Emissivity 0.2, gas transfer coefficient 0.01 W/(cm^2 K)
Side heat loss changes thermo drift: -7.7 %
Skin depth at 50 Hz: 5.03 cm
Stress to stop thermomigration, end to middle: 686 MPa
Creep-limited stress 10 MPa / stopping stress: 1.46 %
Vapour pressure used at midpoint: 3e-05 Torr
Face loss in 100 h, vacuum: 1.41e+05 nm
Face loss in 100 h, inert gas: 51.6 nm
\end{verbatim}
